# Polarization of a Ferroelectric Oxide from Four Displaced Oxygen Ions

## Problem

An insulating oxide has an orthorhombic cell of volume $V=132\ \text{Å}^3$ and length $c=5.0$ Å along its polar axis $z$. The cell holds four metal ions and eight oxygen ions. In a centrosymmetric reference structure their heights are

- metal: $0,\ 0,\ c/2,\ c/2$;
- oxygen: four at $c/4$ and four at $3c/4$.

In the ferroelectric structure, four of the oxygens, two from each oxygen layer, are displaced by $u=+0.40$ Å along $z$. The other eight ions stay where they were, and the cell keeps its size and shape. Displacing the same four oxygens by $-u$ gives the inversion image of this structure, which is the oppositely polarized state.

The effective charges for motion along $z$ are $-2.5e$ for each oxygen and $+5.0e$ for each metal ion, where $e>0$ is the elementary charge. They are taken as constant during the displacement.

1. What is the polarization along $z$, in size and direction?
2. How much charge per area flows through the external circuit when the polarization is reversed?
3. How much could the simplifications change the answer, and can a film keep this polarization without compensating charge on its faces?

## A tempting solution

Polarization is dipole moment per volume. We know the charges and the heights, so we add charge times height over one cell and divide by $V$.

The metal ions contribute

$$
5.0e\,(0+0+2.5+2.5)\ \text{Å}=+25\,e\,\text{Å}.
$$

The four oxygens that stay in place have heights 1.25, 1.25, 3.75 and 3.75 Å, which add up to 10 Å. They contribute $-2.5e\times10\ \text{Å}=-25\,e\,\text{Å}$. The four displaced oxygens have the same heights, each increased by 0.40 Å, so they contribute

$$
-2.5e\,(10+4\times0.40)\ \text{Å}=-29\,e\,\text{Å}.
$$

The total is $-29\,e\,\text{Å}$. Since $1\,e/\text{Å}^2=1.602\times10^{-19}\ \text{C}/10^{-20}\ \text{m}^2=16.02\ \text{C/m}^2$, the result would be

$$
P=-\frac{29}{132}\times16.02\ \text{C/m}^2=-3.52\ \text{C/m}^2 .
$$

The arithmetic is right, and the cell is neutral, so the dipole does not depend on the origin of $z$. The answer is nevertheless wrong.

## Where it fails

Apply the same recipe to the reference structure, with $u=0$. The sum is $25-25-25=-25\,e\,\text{Å}$, or $-3.034\ \text{C/m}^2$. Yet this structure has an inversion centre, so nothing in its interior distinguishes up from down. Most of the supposed polarization was there before any ion moved.

The number comes from the way the crystal was cut into cells. The metal ions listed at height $0$ have periodic copies at height $c$, and a cell containing those copies describes the same crystal equally well. Moving two charges of $5.0e$ up by 5.0 Å adds $50\,e\,\text{Å}$ to the cell dipole. The reference value then becomes $-25+50=+25\,e\,\text{Å}$, or $+3.034\ \text{C/m}^2$. One interior has received two opposite answers. In a finite crystal the two cuts correspond to different surface layers, so the difference between them belongs to the surfaces.

There is a second fault. An effective charge says how much the polarization changes when an ion moves. It is not an amount of charge sitting on the ion, and multiplying it by an absolute height has no justification.

Both faults point to the same cure: effective charges must be multiplied by displacements. The difference between the displaced and the reference sums is $-29-(-25)=-4\,e\,\text{Å}$ with the first cut. With the second cut it is $(-29+50)-(+25)=-4\,e\,\text{Å}$ again. The cut has dropped out.

## Solution

### From the effective charge to the polarization

Let ion $i$ move by $du_i$ along $z$ in every cell at once, while the other ions are held still and the macroscopic electric field is kept at zero. The effective charge number $Z_i^*$, also called the Born charge number, is defined by

$$
Z_i^* e = V\,\frac{\partial P}{\partial u_i}.
$$

This definition includes the electrons that rearrange when the ion moves. The value can therefore differ from the nominal ionic charge, which is $-2e$ for oxygen.

If several ions move, the first-order changes add:

$$
dP=\sum_i\frac{\partial P}{\partial u_i}\,du_i=\frac{e}{V}\sum_i Z_i^*\,du_i .
$$

Now follow the path from the reference to the ferroelectric structure. Let $s$ run from 0 to 1, and let each of the $N=4$ displaced oxygens be at displacement $su$, so that $du_i=u\,ds$ for these ions and $du_i=0$ for the rest. Then

$$
P=\frac{e}{V}\sum_{i=1}^{N}\int_0^1 Z_i^*(s)\,u\,ds .
$$

Here $P$ denotes the change from the centrosymmetric reference, which is what is meant by spontaneous polarization. With constant and equal charges $Z^*$, each integral is $Z^*u$, and the sum gives a factor $N$:

$$
\boxed{P=\frac{N Z^* e\,u}{V}}
$$

The result is linear in $u$ because $Z^*$ was held constant. It vanishes at $u=0$, as it must. It would also vanish if two of the oxygens moved up and two moved down by the same amount, since the sum of $Z_i^*u_i$ would then cancel. Such an antipolar pattern has large displacements but no net polarization.

### Numbers

The magnitude of the dipole change per cell is

$$
4\times2.5\times(1.602\times10^{-19}\ \text{C})\times(0.40\times10^{-10}\ \text{m})
=6.409\times10^{-29}\ \text{C m}.
$$

Dividing by $V=1.32\times10^{-28}\ \text{m}^3$ and restoring the sign of $Z^*$ gives

$$
P=-0.4855\ \text{C/m}^2 .
$$

The magnitude is about $0.49\ \text{C/m}^2$, or $49\ \mu\text{C/cm}^2$. The minus sign means that $P$ points down when the oxygens move up, because negative charge has moved up.

The same number follows from a finite slab of 20 cells in which rigid point charges equal to the effective charges are placed at the ion positions. Its total dipole, minus that of the undisplaced slab, divided by its volume, is $-0.4855\ \text{C/m}^2$ for both cuts of the cell. This tests the counting of ions, signs and volumes. It does not test the value of $Z^*$, which would need an electronic-structure calculation.

### Does it matter which ions are said to move?

Only relative positions inside the crystal can matter, so the formula should give the same answer if the four oxygens are held still and everything else moves down. To see that it does, shift the whole crystal by $d$. Nuclei and electrons move together, and a neutral cell acquires no extra dipole. Hence

$$
0=\frac{e\,d}{V}\sum_i Z_i^*
\quad\Longrightarrow\quad
\sum_i Z_i^*=0 .
$$

The given charges obey this rule: $4\times5.0-8\times2.5=0$. The eight ions other than the displaced oxygens have a total charge number $4\times5.0-4\times2.5=+10$. Moving them by $-0.40$ Å changes the dipole by $-4\,e\,\text{Å}$, the same as before. A set of charges that violated the sum rule would make the answer depend on this choice of description.

### Reversal, and why the path must be named

Begin with the oxygens displaced down, where $P=+0.4855\ \text{C/m}^2$, and move them up through the reference structure. The final value is $-0.4855\ \text{C/m}^2$, so the change has magnitude

$$
|\Delta P|=2|P|=0.971\ \text{C/m}^2=97.1\ \mu\text{C/cm}^2 .
$$

To relate this to the circuit, place the film between metal electrodes. Gauss's law makes the free charge per area on an electrode equal in magnitude to the normal component of $D=\varepsilon_0E+P$. If the field in the film is zero before and after switching, then $\Delta D=\Delta P$, and the circuit carries $0.971\ \text{C/m}^2$. The displacement between the two switched states is 0.80 Å. Using 0.80 Å in the boxed formula therefore gives the switched charge, not the polarization of one state.

The words "through the reference structure" are needed. Suppose that, in every cell, a pair of electrons is carried along $z$ by one full period $c$. Each pair arrives where its neighbour was, so the interior is restored, but charge has crossed the crystal. The polarization has changed by

$$
\frac{2e\,c}{V}=\frac{2e}{A},\qquad A=\frac{V}{c}=26.4\ \text{Å}^2,
$$

in magnitude. This step is $1.214\ \text{C/m}^2$. The factor 2 applies to a crystal with spin-paired electrons and even nuclear charges, as in hafnium dioxide, where the nuclear charge numbers are 72 and 8.

Two insulating paths between the same end structures can thus give values of $\Delta P$ that differ by a whole number of such steps. The reversal found above is $-0.971\ \text{C/m}^2$. A path differing by one positive step would give $-0.971+1.214=+0.243\ \text{C/m}^2$, which even has the opposite sign. Which value a particular route of the ions gives has to be found by following $P$ along it. As a guide, suppose the four oxygens reach the reversed structure by moving down through the metal planes. Each then ends $c/2$ lower than on the route through the reference. If each carries its nominal charge $-2e$ over this difference, the shift is $4\times2e\times(c/2)/V$, which is two steps, and the reversal is $+1.46\ \text{C/m}^2$. Constant charges of $-2.5e$ would give 2.5 steps, which is not a whole number. Constant effective charges should not be trusted for that purpose if the ions travel far from the reference.

## How far the number can be trusted

### Errors in the inputs

The formula is a product, so a relative error in $u$ or $Z^*$ passes unchanged to $P$. An error of 0.05 Å in a displacement of 0.40 Å is 12.5 percent, or $6.1\ \mu\text{C/cm}^2$. An error of 0.1 in the charge number is 4 percent, or $1.9\ \mu\text{C/cm}^2$. For these two assumed errors, the displacement matters more.

The other four oxygens were held still. If they too move by 0.02 Å relative to the metal ions, they contribute

$$
\frac{0.02}{0.40}\times48.55\ \mu\text{C/cm}^2=2.4\ \mu\text{C/cm}^2 .
$$

This increases $|P|$ if they move in the same direction as the first four, and reduces it if they move the opposite way.

### Effective charges that change along the path

The structures at $+u$ and $-u$ are inversion images, so on the path through the reference $P(-u)=-P(u)$. The derivative of an odd function is even, and the common effective charge of the moving group therefore has no term linear in $u$. The simplest variation is

$$
Z^*(s)=Z_0^*(1-a s^2),
$$

where $Z_0^*$ is the value at the reference and $a$ is the fractional fall at the end of the path. Inserting it into the path integral gives

$$
P=\frac{N Z_0^* e\,u}{V}\int_0^1(1-a s^2)\,ds
=\frac{N Z_0^* e\,u}{V}\left(1-\frac a3\right).
$$

The reduction is $a/3$ rather than $a$, because most of the path is covered before the charge has fallen much. For an assumed fall of 10 percent, $|P|$ drops by 3.3 percent to $46.9\ \mu\text{C/cm}^2$.

### An applied field and a warmer film

The spontaneous polarization is defined at zero field. A field $E$ adds a dielectric part, which in linear response is $\varepsilon_0(\varepsilon_r-1)E$. With $\varepsilon_r=30$ and $E=1.0$ MV/cm this is

$$
8.854\times10^{-12}\times29\times10^{8}\ \text{C/m}^2,
$$

or $2.6\ \mu\text{C/cm}^2$. It adds to $|P|$ when the field is parallel to $P$. A hysteresis loop records the charge on the electrodes, so a value read at its tip includes this part and the much smaller term $\varepsilon_0E$. The part grows in proportion to the field, and a loop driven to 3 MV/cm would include $7.7\ \mu\text{C/cm}^2$.

For temperature, take a rough pyroelectric coefficient of magnitude $0.005\ \mu\text{C/(cm}^2\,\text{K)}$. Warming by 60 K then changes $P$ by $0.005\times60=0.3\ \mu\text{C/cm}^2$, which is below one percent. This estimate assumes that the coefficient stays constant over the 60 K. That can fail near a phase transition and also at low temperature.

### Grains with random axes

The calculation describes one crystal with its polar axis normal to the film. In a polycrystalline film, let the axes be random and let each grain keep its own axis, so that poling can choose only between the two directions along it. After poling, every polarization lies in the upper half space, at an angle $\theta$ to the film normal. The number of directions between $\theta$ and $\theta+d\theta$ is proportional to $\sin\theta\,d\theta$, so the mean normal component is $|P|$ times

$$
\langle\cos\theta\rangle=
\frac{\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta}{\int_0^{\pi/2}\sin\theta\,d\theta}
=\frac{1/2}{1}=\frac12 .
$$

A sample of 400,000 random axes gives 0.501. The film value is then $24.3\ \mu\text{C/cm}^2$, provided that all grains have the same isotropic permittivity and keep their full polarization, and that there is no voltage across the film. Keeping the full polarization is a strong condition, because misaligned grains carry bound charge on their boundaries. For small equiaxed grains the polarization deviates from its mean by $|P|^2(1-\tfrac14)$ in mean square, and one third of this produces a field. The root-mean-square local field is then about $|P|/(2\varepsilon_0\varepsilon_r)$, or 9 MV/cm for $\varepsilon_r=30$, so the boundary charge must be compensated for the condition to hold. The factor of one half is larger than the corrections above, and it concerns the film's texture rather than the crystal. A preferred orientation of the polar axes along the normal would raise the value towards that of the single crystal.

### A film without compensating charge

Consider a uniformly polarized slab with no free charge on its faces. For rigid ions, let $\rho(z)$ be the charge density averaged over the film plane. Gauss's law is $dE/dz=\rho/\varepsilon_0$, and the field vanishes outside the neutral slab. Integration by parts over the thickness $L$ gives

$$
\int E\,dz=\big[zE\big]-\int z\,\frac{dE}{dz}\,dz
=-\frac1{\varepsilon_0}\int z\rho\,dz .
$$

The boundary term is zero because $E=0$ at both ends. The last integral is the dipole per film area. Its change on displacing the oxygens is $PL$, so dividing by $L$ gives a change in mean field of $-P/\varepsilon_0$. It points against the polarization. Adding the fields of the charge sheets one by one in the 20-cell slab, and subtracting the result for the undisplaced slab, gives a magnitude of 548 MV/cm, in agreement with $|P|/\varepsilon_0$.

Real ions and electrons respond to such a field. In linear response, with no free charge, the condition $D=0$ reads

$$
\varepsilon_0E+P+\varepsilon_0(\varepsilon_r-1)E=0 .
$$

The two terms in $E$ combine to $\varepsilon_0\varepsilon_rE$, hence

$$
E=-\frac{P}{\varepsilon_0\varepsilon_r}.
$$

For $\varepsilon_r=30$ the magnitude is 18.3 MV/cm, still more than three times a rough breakdown field of 5 MV/cm. At this field the induced part cancels 29/30 of $P$, mostly because the ions move back, so it is not the field of a film that keeps its displacements. With the ions held in place only the electrons screen, and an electronic permittivity of about 4.5 would give about 120 MV/cm. Linear response is itself doubtful at such fields, so 18.3 MV/cm is an indication and not a prediction of a field that a film would sustain. It shows that a uniform film cannot be expected to keep the full polarization without compensation. The thickness has cancelled, so within this model a thicker film does not help. Charge on electrodes or surfaces can remove the field. A pattern of equally wide up and down domains can reduce it in the middle of the film if the domains are narrow compared with the thickness, because the opposite face charges of neighbouring domains then nearly cancel at that distance. Close to the faces the field remains large. If the domains are much wider than the film is thick, the field inside most of each domain is nearly that of a uniform film, even though the average polarization is zero.

## Comparison with hafnium dioxide films

The parameters are rounded values in the regime of polar orthorhombic hafnium dioxide, whose cell contains four hafnium and eight oxygen ions, with four of the oxygens strongly displaced. In the real crystal the two kinds of oxygen have somewhat different effective charges, and all ions shift a little. The single-crystal estimate of about $49\ \mu\text{C/cm}^2$ should not be compared directly with a polycrystalline capacitor, for which remanent polarizations are very roughly 10 to $30\ \mu\text{C/cm}^2$. Random axes alone bring the model down to about $24\ \mu\text{C/cm}^2$ if each grain keeps its axis. If the field can also turn the polar axis to whichever of three perpendicular cell axes lies closest to the normal, the factor is 0.83 instead of one half, giving about $40\ \mu\text{C/cm}^2$. Nonpolar grains lower the average further. The loss is in proportion to their volume if the polar grains keep their spontaneous polarization, all grains have the same linear permittivity, and there is no voltage across the film. In a real film these conditions hold only roughly, because nonpolar grains can have a different permittivity and uncompensated bound charge at grain boundaries produces local fields. Agreement in size with a measured film would therefore not confirm the chosen $u$ and $Z^*$, because texture and phase content enter the same number.

The numerical output below lists the main inputs and results.

## Numbers as computed

```
INPUTS (rounded model values)
displaced oxygen ions per cell: 4
oxygen effective charge number: -2.5
metal effective charge number: 5.0
displacement: 0.40 angstrom
cell volume: 132.0 angstrom^3
cell length on polar axis: 5.0 angstrom
cell area across axis: 26.4 angstrom^2
elementary charge: 1.602177e-19 C
vacuum permittivity: 8.85419e-12 F/m
relative permittivity: 30
RESULT
dipole change per cell: 6.4087e-29 C m
signed P from formula: -0.4855 C/m2
signed P from slab sum: -0.4855 C/m2
magnitude of P: 48.55 uC/cm2
reversal change 2P: 0.9710 C/m2
reversal change 2P: 97.10 uC/cm2
CELL CUT AND POLARIZATION STEP
reference dipole density, first cut: -3.034 C/m2
reference dipole density, second cut: 3.034 C/m2
P change with second cut: -0.4855 C/m2
polarization step 2e/A: 1.214 C/m2
OMITTED EFFECTS
displacement error: 0.05 angstrom
P error from it: 6.07 uC/cm2
charge number error: 0.1
P error from it: 1.94 uC/cm2
shift of other oxygens: 0.02 angstrom
P magnitude from it: 2.43 uC/cm2
assumed fall of charge on path: 10 percent
P with falling charge: 46.93 uC/cm2
P reduction from it: 3.33 percent
applied field: 1.0 MV/cm
induced P from it: 2.57 uC/cm2
rough pyroelectric size: 0.0050 uC/(cm2 K)
warming: 60 K
P change from warming: 0.30 uC/cm2
sampled mean axis cosine: 0.501
random-grain film P: 24.28 uC/cm2
unscreened field, rigid ions: 548 MV/cm
unscreened field, dielectric: 18.3 MV/cm
rough breakdown field: 5.0 MV/cm
```
